Supercell LAPW bases, folded k points and exact unfolding weights, part 1

(Sections cited here and not found follow in the second part.)

## First half: sorting wavevectors

### Definitions and conventions

A perfect crystal has primitive translations t, a cell of volume Ω₀, and reciprocal vectors G, defined by exp(iG·t) = 1 for every t. A supercell contains N primitive cells. Its translations A form a subset of the t, its volume is Ω = NΩ₀, and its reciprocal vectors g are defined by exp(ig·A) = 1 for every A. Every A is also one of the t, so every G is also one of the g.

Two primitive translations that differ by some A are called equivalent. There are N classes of equivalent translations, and a sum over t runs over one representative of each class, with t = 0 representing the vectors A.

The supercell calculation is done at a wavevector K. All functions obey

f(r + A) = exp(iK·A) f(r),   (1)

and inner products ⟨f|h⟩ are integrals of f* h over one supercell. Algebra is in atomic units, in which the kinetic energy operator is −½∇².

For brevity there is one atom per primitive cell, surrounded by a sphere of radius R. The sphere centres in the supercell are s, which are N inequivalent primitive translations. Further atoms in the cell would add a label to the spheres and a sum over it. An atom displaced by τ from the lattice point also brings a phase exp(iq·τ) into the sphere part of a function with wavevector q. This phase is the same in the primitive cell and the supercell, so the argument is unaffected. The region outside all spheres is the interstitial.

Two statements are to be shown. First, for equal spheres and a cutoff on the full wavevector, the supercell basis at K is the union of the primitive bases at N points k_j, and a perfect supercell has no matrix elements between different k_j. Second, any supercell state, from a perfect or a defective cell, has a definite share w_j of its norm at each k_j.

### The folded points

Two vectors g belong to the same coset if they differ by some G. To count the cosets, divide reciprocal space into cells spanned by the primitive reciprocal vectors. Each has volume (2π)³/Ω₀. Shifting by a G carries the set of all g into itself, so every cell holds the same number of g. Since there is one g per volume (2π)³/Ω, that number is Ω/Ω₀ = N. Two different g in one half-open cell cannot differ by a G, and every g can be brought into that cell by a G. There are therefore N cosets.

Choose one representative g_j from each coset and define

k_j = K + g_j,   j = 0, …, N − 1.   (2)

Each g then has one decomposition g = g_j + G, and so

{K + g} = union over j of {k_j + G},   (3)

with no vector occurring twice. The cutoff |K + g| ≤ Kmax is the same inequality as |k_j + G| ≤ Kmax. The finite sets therefore obey (3) as well.

This can fail if the cutoff acts on |g| in the supercell and on |G| in the primitive cell. Then one calculation keeps g_j + G when |g_j + G| ≤ Kmax, the other when |G| ≤ Kmax, and for g_j ≠ 0 these conditions generally select different G.

### The sum that separates the cosets

The following sum decides which matrix elements survive:

X(g) = Σ_t exp(ig·t).   (4)

It does not depend on the representatives t, because exp(ig·A) = 1. If g is one of the G, every term is 1 and X = N. If it is not, some primitive translation t₀ has exp(ig·t₀) ≠ 1. Replacing t by t + t₀ only permutes the classes, so

X = Σ_t exp[ig·(t + t₀)] = exp(ig·t₀) X,

which requires X = 0. For two members q and q′ of {K + g}, it follows that

Σ_s exp[i(q′ − q)·s] = N if q and q′ belong to the same k_j, and 0 otherwise.   (5)

### The augmented functions

Outside the spheres the LAPW with wavevector q is a normalized plane wave,

φ_q(r) = Ω^(−1/2) exp(iq·r).   (6)

At a point r = s + ρ near the centre s, this plane wave is

Ω^(−1/2) exp(iq·s) Σ_l (2l + 1) i^l j_l(qρ) P_l(q̂·ρ̂).

Inside the sphere j_l(qρ) is replaced by a function adapted to the potential there:

φ_q(s + ρ) = Ω^(−1/2) exp(iq·s) Σ_l (2l + 1) i^l f_l(q,ρ) P_l(q̂·ρ̂),
f_l = A_l u_l + B_l u̇_l.   (7)

Here u_l solves the radial equation at a fixed energy E_l, and u̇_l is its energy derivative. Matching value and slope at ρ = R gives

A_l u_l + B_l u̇_l = j_l(qR),
A_l u_l′ + B_l u̇_l′ = q j_l′(qR),   (8)

where the prime on a radial function is a derivative with respect to ρ, and that on j_l is a derivative with respect to its argument. With D = u_l u̇_l′ − u_l′ u̇_l,

A_l = [j_l u̇_l′ − q j_l′ u̇_l]/D,
B_l = [q j_l′ u_l − j_l u_l′]/D.

The denominator does not vanish. Let h_l be the radial Hamiltonian. Differentiating (h_l − E_l)u_l = 0 with respect to E_l gives (h_l − E_l)u̇_l = u_l. Multiply this by u_l, subtract u̇_l(h_l − E_l)u_l = 0, and integrate with weight ρ². The potential terms cancel, and the kinetic terms leave a boundary term:

−½R²D = ∫₀^R u_l² ρ² dρ > 0.

The coefficients in (8) depend on q, R, E_l and the potential in the sphere. They depend on the site s only if one of these quantities does. In a perfect supercell with equal settings, f_l is the same at every site, and (6) and (7) differ from the primitive LAPW at k_j + G only in the prefactor:

φ_q(supercell) = N^(−1/2) φ_q(primitive).   (9)

The factor reflects normalization over N cells instead of one. With (3), this proves the union for the LAPWs.

The sum over l ends at some lmax. The omitted terms leave a small jump at the sphere surface. Kinetic matrix elements are therefore defined as ½∫∇f*·∇h, integrated separately inside and outside the spheres. The jump affects the quality of the basis but not the phases used here.

### Matrix elements of a perfect supercell

Take a spherical potential V(ρ) in each sphere and zero outside. The interstitial overlap is the whole-cell integral minus the spheres:

Θ_qq′ = δ_qq′ − (1/Ω) Σ_s exp[i(q′ − q)·s] b(|q′ − q|),
b(x) = ∫_sphere exp(ix·ρ) d³ρ = 4πR³ j₁(xR)/(xR).   (10)

For the sphere part, use

∫ P_l(q̂·ρ̂) P_l′(q̂′·ρ̂) dρ̂ = δ_ll′ [4π/(2l + 1)] P_l(q̂·q̂′).

One of the two factors 2l + 1 cancels, and the factors i^l cancel against their conjugates. Thus

S_qq′ = Θ_qq′ + (4π/Ω) Σ_s exp[i(q′ − q)·s] Σ_l (2l + 1) P_l(q̂·q̂′) ∫₀^R f_l(q,ρ) f_l(q′,ρ) ρ² dρ.   (11)

The Hamiltonian has the same structure. Outside, the gradients give (−iq)·(iq′)/2 = q·q′/2. Inside, the gradient has a radial and an angular part, and integration by parts over angles turns the latter into l(l + 1)/ρ². Hence

H_qq′ = ½ q·q′ Θ_qq′ + (4π/Ω) Σ_s exp[i(q′ − q)·s] Σ_l (2l + 1) P_l(q̂·q̂′) I_l(q,q′),

I_l = ∫₀^R {½ f_l′(q,ρ) f_l′(q′,ρ) ρ² + [½ l(l + 1) + Vρ²] f_l(q,ρ) f_l(q′,ρ)} dρ.   (12)

All dependence on the site is in the phase. By (5), elements between different k_j vanish. Within one k_j the sum gives N/Ω = 1/Ω₀, and (10) to (12) become the primitive matrices themselves. No factor N remains.

### Local orbitals

A local orbital lives inside one sphere and has zero value and slope at its surface. For an s orbital write it as χ(ρ)/√(4π), with ∫χ²ρ²dρ = 1. The supercell has N of them, χ_s, each continued into other supercells by (1). Form the combinations

χ_j = N^(−1/2) Σ_s exp(ik_j·s) χ_s.   (13)

Different spheres do not overlap, so ⟨χ_i|χ_j⟩ = (1/N) Σ_s exp[i(k_j − k_i)·s] = δ_ij. The change is unitary and leaves the space spanned unchanged. The overlap of a site orbital with an LAPW is Ω^(−1/2) exp(iq·s) z_q, where z_q = √(4π)∫χ f₀ ρ²dρ. Therefore

⟨χ_j|φ_q⟩ = (NΩ)^(−1/2) z_q Σ_s exp[i(q − k_j)·s].

This is zero unless q belongs to k_j. If it does, the value is (N/Ω)^(1/2) z_q = Ω₀^(−1/2) z_q, the primitive overlap. For Hamiltonian elements only the radial integral changes. An orbital with higher l is treated in the same way for each m.

In this basis the secular equation Hc = ESc separates into N primitive equations. The supercell spectrum at K is the union of the primitive spectra at the k_j. The basis of site orbitals has the same spectrum, but its matrices do not look block diagonal until (13) is applied.

### The share of a state at each folded point

Now let ψ be any normalized state obeying (1), with no assumption about the potential. The function exp(−iK·r)ψ is periodic in the supercell, so

ψ(r) = Ω^(−1/2) Σ_g ψ̃(K + g) exp[i(K + g)·r],
ψ̃(q) = Ω^(−1/2) ∫ exp(−iq·r) ψ(r) d³r.   (14)

Sorting the terms by (3) gives ψ = Σ_j ψ_j, where ψ_j contains the plane waves k_j + G. Since exp(iG·t) = 1, each part obeys ψ_j(r + t) = exp(ik_j·t) ψ_j(r). It is a Bloch function of the primitive lattice. The division is unique, since a Bloch function at k_j has Fourier components only at k_j + G. Different plane waves are orthogonal, so the norm divides without cross terms:

w_j = Σ_G |ψ̃(k_j + G)|²,   Σ_j w_j = 1.   (15)

The sum over G has no basis cutoff, and ψ̃ is the transform of the whole wavefunction, spheres included. It is not the LAPW coefficient c_q. If c_q′ are the coefficients of ψ,

ψ̃(q) = Σ_q′ Θ_qq′ c_q′ + Ω^(−1/2) Σ_s exp(−iq·s) ∫_sphere exp(−iq·ρ) ψ(s + ρ) d³ρ.   (16)

The first term already mixes the coefficients because plane waves are not orthogonal in the interstitial. The second brings in the structure inside the spheres, including local orbitals.

### A perfect cell with five sites

The example is a model and represents no real material. A simple cubic lattice with a = 3 Å has a constant well, 10 eV deep, in each sphere of radius 1.3 Å. The potential outside is zero. The supercell vectors are

A₁ = a(2, 1, 0),   A₂ = a(−1, 2, 0),   A₃ = a(0, 0, 1),

so N = 2·2 − 1·(−1) = 5. The first reciprocal vector is b₁ = (2π/a)(2, 1, 0)/5, since b₁·A₁ = 2π(4 + 1)/5 = 2π and b₁·A₂ = b₁·A₃ = 0. The multiples jb₁ represent the five cosets: along t = a(1, 0, 0) their phases are 4πj/5, which are different modulo 2π for j = 0 to 4.

In units of 2π/a, K = (0.06, 0.08, 0.10). Adding b₁ = (0.40, 0.20, 0) gives k₁ = (0.46, 0.28, 0.10). Adding it again gives (0.86, 0.48, 0.10), which the primitive vector (1, 0, 0) brings to k₂ = (−0.14, 0.48, 0.10). In the same way k₃ = (0.26, −0.32, 0.10) and k₄ = (−0.34, −0.12, 0.10).

With Kmax = 4.5 Å⁻¹ the primitive bases at k₀ to k₄ contain

38 + 43 + 41 + 43 + 40 = 205

LAPWs, the number in the supercell. The two sets were enumerated separately and agree vector by vector. If the cutoff acts on g and G instead, with the k_j listed above, 60 wavevectors occur in one set but not in the other. This number depends on the choice of representatives g_j.

The lowest primitive energies at k₀ to k₄ are −4.068, −0.443, −1.212, −1.714 and −2.324 eV. Sorted, they are the five lowest energies of the supercell. The complete spectra agree to about 10⁻¹² eV, which is rounding error. Agreement between two LAPW calculations would not reveal an error common to both, so the five lowest-band energies were also compared with a plane-wave calculation without augmentation, cut off at 10 Å⁻¹ and itself converged to a few meV. The largest difference is 0.004 eV, small beside their separations. Raising the plane-wave cutoff to 25 Å⁻¹ lowers the reference by a further 0.002 eV, so the listed LAPW energies lie 0.003 to 0.005 eV above the converged ones and their third decimal belongs to this basis.

## Second half: projecting with translations

### What is carried over

The supercell at K has N sphere sites s, primitive translations t and supercell translations A. The folded points are k_j = K + g_j, with one g_j for each set of supercell reciprocal vectors differing by primitive vectors G. The LAPWs φ_q have q = k_j + G, are plane waves outside the spheres, and carry a phase exp(iq·s) and radial functions f_l inside. Local orbitals are χ_s. The overlap matrix is S, its interstitial plane-wave part is Θ, and N is the number of primitive cells. From the first half come the sum

(1/N) Σ_t exp[i(k_i − k_j)·t] = δ_ij   (17)

and the Fourier weight w_j = Σ_G |ψ̃(k_j + G)|². The block structure and the weights are now obtained again without evaluating matrix elements or Fourier integrals.

### The projectors

Define the translation operator by

(T_t f)(r) = f(r − t).   (18)

A primitive Bloch function at k_j then obeys T_t f = exp(−ik_j·t) f. The minus sign fixes the plus sign in

P_j = (1/N) Σ_t exp(ik_j·t) T_t.   (19)

The choice of representatives t does not matter. On functions at K, T_A f = exp(−iK·A) f. Since g_j·A is a multiple of 2π, exp(ik_j·A) = exp(iK·A), and the two phases cancel when t is replaced by t + A.

For the product, write T_t T_t′ = T_(t+t′) and use t″ = t + t′ in place of t′:

P_i P_j = (1/N²) Σ_t″ exp(ik_j·t″) T_t″ Σ_t exp[i(k_i − k_j)·t] = δ_ij P_j.   (20)

The operators are Hermitian. For two functions at K the product f* h is periodic in the supercell, so the integration variable may be shifted:

⟨f|T_t h⟩ = ∫ f*(r) h(r − t) d³r = ∫ f*(r + t) h(r) d³r = ⟨T_(−t) f|h⟩.

The adjoint of exp(ik_j·t)T_t is thus exp(−ik_j·t)T_(−t), the term of (19) belonging to −t.

They also sum to the identity. The sum Σ_j exp(ig_j·t) is unchanged, apart from the order of its terms and shifts by G, when any supercell reciprocal vector g′ is added to every g_j. It therefore equals exp(ig′·t) times itself. If t is not a supercell translation, some g′ has exp(ig′·t) ≠ 1 and the sum is zero. For t = 0 it is N. Only t = 0 survives in Σ_j P_j, so

Σ_j P_j = 1.   (21)

Finally, T_t P_j = exp(−ik_j·t) P_j, which follows by shifting the summation variable in (19). Whatever function P_j acts on, the result has primitive Bloch wavevector k_j.

The first derivation is complete, and the projectors P_j needed for the second have been defined and shown to be Hermitian, mutually orthogonal and complete. It remains to use them to obtain the union of bases, the block structure and the weights again, and to apply the weights to a defective cell.
